Reading potential disorder from the width of the interface-trap conductance peak, part 2

In an n-type germanium MOS capacitor in depletion, interface traps exchange electrons with the conduction band and cause a loss peak in frequency. How does its width encode the spread of surface potential, and why does the trap density drop out? The interface consists of patches sharing one small alternating potential.

Here q > 0 is the elementary charge, T the temperature, ω the angular frequency, Gp the parallel conductance per area and D the trap density per area and energy. A trap at energy E has equilibrium occupancy f; E_F is the Fermi level. The capture coefficient c is a cross-section times a velocity. At the mean potential, n₀ is the surface electron density and τ₀ = 1/(cn₀) the capture time. The local potential offset v, in units of kT/q, is positive where electrons are more numerous. Its standard deviation is σ = qσ_ψ/kT, with σ_ψ in volts; s = ln(ωτ₀).

The first derivation, with constant D and Gaussian v, gave Gp/ω = q²D g(s), where g obeys

∂g/∂(σ²) = ½g″,

and

∫ (Gp/ω) d ln ω = (π/2) q²D,

mean of ln(ωτ₀) = 1,

variance of ln ω = 1 + π²/4 + σ²,

σ_ψ = (kT/q) √(variance − 1 − π²/4).

The second derivation follows single traps, with relaxation time τ_r equal to fτ₀e⁻ᵛ. One trap contributes to Gp/ω

(q²/kT) f(1 − f) ωτ_r/(1 + ω²τ_r²).

With U = ln(ωτ_r), the frequency factor is the Debye loss

eᵁ/(1 + e²ᵁ) = 1/(2 cosh U).

The example has 200 K, kT/q = 17.235 mV, 10¹⁶ donors per cm³, mean band bending 0.15 V, D = 5 × 10¹¹ cm⁻² eV⁻¹, σ_ψ of 30 mV (σ = 1.741, σ² = 3.030), n₀ = 1.66 × 10¹² cm⁻³ and τ₀ = 60.2 μs. Its peak lies at 6.30 kHz, its half-height points at 0.399 and 111 kHz (2.44 decades apart), and its variance is 6.497.

**Three independent terms**

An energy interval dE holds D dE traps per area, each weighted by f(1 − f)/kT. Their product is D|df|, because |df| = f(1 − f) dE/kT. When D is constant, all occupancies between 0 and 1 therefore carry equal weight. This holds in every patch, whatever its v.

From U = ln(ωfτ₀e⁻ᵛ) = s + ln f − v it follows that

s = U + A + v, A = −ln f.

The loss curve, divided by its area, can be read as a probability density for s. Nothing in the signal is random; the language of probability merely keeps account of how the loss is distributed over log frequency. Summing over traps and patches is the same as letting U, A and v vary independently, so their means add and their variances add.

The term U has a density proportional to 1/(2 cosh U). Set U = ln tan θ with 0 < θ < π/2. Then dU = dθ/(sin θ cos θ), while 1/(2 cosh U) = 1/(tan θ + cot θ) = sin θ cos θ. The product is simply

dU/(2 cosh U) = dθ.

So θ is uniformly distributed and the area of a Debye peak is π/2. Replacing θ by π/2 − θ reverses the sign of U, and its mean is zero.

For the variance, take the real parts of ln(1 − e²ⁱᶿ) and ln(1 + e²ⁱᶿ), expanded in powers of the exponential:

ln(2 sin θ) = −Σ cos(2mθ)/m,

ln(2 cos θ) = −Σ (−1)ᵐ cos(2mθ)/m,

with m = 1, 2, 3, …. The series converge in the mean-square sense because Σ 1/m² is finite. In the difference the even terms cancel:

ln tan θ = −2 Σ cos(2mθ)/m, m odd.

On the interval from 0 to π/2 different cosines in this sum are orthogonal, and each has a mean square of ½. The variance of U is therefore

½ × 4 × Σ 1/m² (m odd) = 2 × π²/8 = π²/4.

The odd sum is the full sum π²/6 less its even part, which is one quarter of it.

The term A comes from a uniform f. The chance that A exceeds a is the chance that f is below e⁻ᵃ, which is e⁻ᵃ. So A has the density e⁻ᵃ for a > 0. Its mean is ∫ a e⁻ᵃ da = 1, its mean square is 2, and its variance is 2 − 1 = 1.

The term v has mean zero and variance σ². Adding the three contributions,

mean s = 0 + 1 + 0 = 1,

variance of s = π²/4 + 1 + σ².

The total weight is the Debye area multiplied by q²D, that is (π/2)q²D. These are the results of the first half, now with a meaning for each number. The π²/4 is the frequency breadth of a single relaxation, the 1 is the range of relaxation times among traps of different occupancy, and σ² is the potential disorder.

The decomposition also shows where the asymmetry of the peak comes from. U and v are symmetric, whereas A extends only to positive values: nearly empty traps relax fast and respond at high frequency. In the example the upper half-height point lies a factor 17.6 above the peak and the lower one a factor 15.8 below it.

**What each derivation assumes**

Both derivations use a small signal, detailed balance, nondegenerate electrons, exchange with one band and a common alternating potential. They differ in what they need beyond this.

The first needs a constant D to obtain the logarithm in closed form. Its diffusion equation in σ² needs a Gaussian. In return it gives the entire curve, a proof that there is one peak, and the width at half height.

The second needs the spreads to be independent and to have finite variances. The contribution of exactly 1 from the occupancies again requires a constant D. It does not need v to be Gaussian, since any distribution with variance σ² gives the same variance of the line. It does not by itself give the half-height width, which depends on the full shape of each distribution.

The second route also shows what the width cannot distinguish. If c varies among traps, ln τ has another spread. When it is independent of the potential and ln c has variance σ_c²,

variance of s = 1 + π²/4 + σ² + σ_c².

The additivity was tested with two-valued spreads, potential offsets of ±1.3 and offsets of ±0.8 in ln c, and the variance of the line matched this sum within 10⁻⁷. The disorder read from the variance with σ_c ignored is then an upper bound on the true value. In the example, a reading of 30 mV with σ_c = 1 would mean a true disorder of √(3.030 − 1) × 17.235 = 24.6 mV. If c and the potential are correlated, a covariance of either sign enters and the bound is lost.

A sloping trap density can be treated in the same way. Let D rise towards the conduction band as exp(E/E₀), with E measured from the band edge, and put a = kT/E₀ < 1. From the Fermi function, (E − E_F)/kT = ln[(1 − f)/f]. In a patch with offset v the band edge lies lower by vkT, so a trap with given f sits higher relative to it by vkT. The extra weight is

eᵃᵛ [(1 − f)/f]ᵃ.

The factor eᵃᵛ moves the centre of the Gaussian to aσ² and leaves its variance unchanged. The occupancy density becomes proportional to f⁻ᵃ(1 − f)ᵃ. Its transform is a ratio of beta integrals:

⟨eᵏᴬ⟩ = ⟨f⁻ᵏ⟩ = Γ(1 − a − k)Γ(2)/[Γ(2 − k)Γ(1 − a)].

The second derivative of its logarithm at k = 0 is the variance of A:

variance of A = ψ₁(1 − a) − ψ₁(2),

where ψ₁ is the second derivative of ln Γ. For a = 0 this equals 1, as before. With E₀ = 0.2 eV, a = 0.01724/0.2 = 0.086 and the variance of A is 1.234. Ignoring the slope would turn 30 mV into √(3.030 + 0.234) × 17.235 = 31.1 mV, an error of 4% in a reading based on the variance.

**Patches with their own oxide capacitance**

The common alternating potential is an idealisation. A wide patch is in series with its own part of the oxide, and its potential depends on its own admittance. Let C be the oxide capacitance per area. For each patch write the whole semiconductor admittance per area, divided by iω, as

z = r − iℓ.

Here r contains the depletion capacitance and the in-phase trap response, and ℓ is the trap loss. The measured average is T = ⟨Cz/(C + z)⟩. Removing one oxide capacitance from the total gives T/(1 − T/C). To first order in 1/C,

T = ⟨z⟩ − ⟨z²⟩/C,

T/(1 − T/C) = T + T²/C = ⟨z⟩ − (⟨z²⟩ − ⟨z⟩²)/C.

The imaginary part of z² is −2rℓ. The loss is minus the imaginary part of the response, so its error is

−2(⟨rℓ⟩ − ⟨r⟩⟨ℓ⟩)/C.

Relative to the loss itself, one part of this error comes from the varying depletion capacitance and does not depend on D. The other is proportional to q²D/C. The independence from trap density therefore holds to leading order when the patch capacitance is small compared with C.

The example has C = 0.691 μF/cm², a depletion capacitance of 0.092 μF/cm² at the mean band bending, and q²D = 0.080 μF/cm². Using the full series combination for independent patches, and converting the half-height width with the ideal curve, gives 29.8 mV instead of 30 mV. With everything else fixed, D = 5 × 10¹⁰ cm⁻² eV⁻¹ gives 29.9 mV and D = 2 × 10¹² cm⁻² eV⁻¹ gives 29.3 mV. The error is below 3% at these three densities. It grows quickly once q²D reaches C: D = 5 × 10¹² cm⁻² eV⁻¹ gives 27.8 mV and D = 10¹³ cm⁻² eV⁻¹ gives 25.2 mV, which is 16% too low. At such densities the width is no longer independent of D.

A different error arises if the oxide capacitance is not removed at all. For a common alternating potential, with r and ℓ now denoting the averaged response, the uncorrected loss is

C²ℓ/[(C + r)² + ℓ²].

Both r and ℓ in the denominator depend on D and on frequency, so D enters the shape. In the example, with the depletion capacitance taken at the mean band bending, the effect on the width is not monotonic. The uncorrected width is 2.446 decades at D = 5 × 10¹⁰, 2.450 at 5 × 10¹¹ and 2.292 at 10¹³ cm⁻² eV⁻¹, compared with 2.445 for the corrected curve.

**Finite frequency range**

The variance formula requires the tails. Between 20 Hz and 1 MHz the variance of the example's line is 4.99 rather than 6.50, and the formula would return 21.3 mV, which is 29% too low. The area is less sensitive: it falls by 4%, and so does the trap density read from it. Both half-height points lie inside this range, so the width at half height is not affected by the cut. For this instrument range and this peak, the half-height width is the better route to σ.

**Germanium capacitors and the model**

The parameters are rough values for a passivated germanium interface, where trap densities from about 10¹¹ to 10¹³ cm⁻² eV⁻¹ are plausible. The equivalent oxide thickness of 5 nm suits a test capacitor and is several times that of a strongly scaled transistor. The cross-section is only an order-of-magnitude value, but within the model it only shifts the peak in frequency.

If electrons and holes have similar capture coefficients, hole exchange, neglected above, becomes important where holes outnumber electrons. With rough germanium band parameters the surface hole density at the mean potential is 2 × 10⁷ cm⁻³. The crossover then lies at v = −½ ln(n₀/p₀) = −5.65, where p₀ is that hole density. This is 3.25 standard deviations from the mean, and about 0.06% of the patches lie beyond it. Other common values of the band parameters give p₀ = 2.6 × 10⁷ cm⁻³, 3.18 standard deviations and 0.07%. Removing them changes the width by less than 0.001 decade. That estimate sizes their share of the signal and is not a calculation of their true response; holes also shorten the relaxation in patches short of the crossover. In the limit where the holes follow the signal and have the same capture coefficient as the electrons, the relaxation rate is cn/f + cp/(1 − f), with n and p the local electron and hole densities. The width then grows by 0.004 decade and the variance falls by 0.06. A higher temperature raises the intrinsic carrier density and reduces this margin quickly. At the same band bending it is about 1.8 standard deviations at 250 K and 0.3 at 300 K, where more than a third of the patches lie beyond the crossover and the one-band model no longer applies.

The depletion charge produces an oxide field of 0.076 MV/cm, far below breakdown fields of several MV/cm. Gate leakage has not been calculated; where it is present, its conductance must be subtracted first. The depletion width is 163 nm, and patches can be given their own depletion and oxide capacitances only if the potential varies over larger distances than this. Disorder on a finer scale is weakened by the surrounding semiconductor and gate, but what remains at the surface can still spread the capture times. Its size would have to come from a calculation of the potential in three dimensions, which is not made here.

A spread in capture coefficients can move the result considerably: σ_c = 1 would account for more than 5 mV of the 30 mV. Traps inside the oxide, reached by tunnelling, also broaden the distribution of capture times. The result is therefore safer to report as a total spread of ln τ unless other evidence isolates the potential. For independent spreads and constant D, the variance gives this total whatever the shape of the distribution. The conversion from the half-height width also assumes that the total distribution is Gaussian, and it can be well off when a few traps are much slower than the rest.

Finally, the independence concerns the reading and not the origin of the disorder. Charged traps can themselves make the surface potential uneven, so a sample with more traps may have a broader peak. The formulas then still assign the breadth to σ and the area to D, but they do not say what caused σ. The numerical output following the text lists the values used here.

Numbers as computed

```
rate-equation check, largest relative error: 4.0e-05
temperature: 200 K; kT/q: 17.235 mV
donor density: 1.0e+16 cm^-3; band bending: 0.15 V
capture cross-section: 1.0e-15 cm2; velocity: 1.0e+07 cm/s
relative permittivity Ge, oxide: 16.0, 3.9
oxide thickness: 5.0 nm; trap density: 5.0e+11 cm^-2 eV^-1
input disorder: 30.0 mV; sigma: 1.7407
surface electron density: 1.660e+12 cm^-3; tau0: 60.23 us
Cox, depletion, q^2D: 0.6906, 0.0924, 0.0801 uF/cm2
depletion width: 162.9 nm
peak at omega*tau0: 2.3845; without disorder: 1.9803
peak frequency: 6.301 kHz
half-height frequencies: 0.3992, 111.155 kHz
peak factor with, without disorder: 0.2567, 0.4024
peak Gp/omega: 0.02057 uF/cm2
D if disorder is ignored: 3.190e+11 cm^-2 eV^-1
area over ln(omega): 0.12583 uF/cm2
variance of ln(omega), total and without disorder: 6.4974, 3.4674
full width at half maximum: 2.4447 decades
width from Gaussian approximation: 2.6068 decades
width table, sigma 0.0: 1.4572 decades
width table, sigma 0.5: 1.5831 decades
width table, sigma 1.0: 1.8785 decades
width table, sigma 2.0: 2.6613 decades
width table, sigma 3.0: 3.5451 decades
width table, sigma 4.0: 4.4766 decades
disorder error for 0.05 decade width error: 1.05 mV
independent patches, D 5e+10 cm^-2 eV^-1: width 2.4378 decades, disorder 29.86 mV
independent patches, D 5e+11 cm^-2 eV^-1: width 2.4354 decades, disorder 29.80 mV
independent patches, D 2e+12 cm^-2 eV^-1: width 2.4120 decades, disorder 29.31 mV
Cox not removed, D 5e+10 cm^-2 eV^-1: width 2.4455 decades
Cox not removed, D 5e+11 cm^-2 eV^-1: width 2.4503 decades
Cox not removed, D 1e+13 cm^-2 eV^-1: width 2.2924 decades
window 20 Hz to 1 MHz: variance 4.9894, disorder 21.26 mV
D slope energy 0.2 eV: occupancy variance 1.2342, disorder 31.14 mV
if ln(capture) has spread 1.0: true disorder 24.56 mV
rough Ge gap: 0.70 eV; Nc, Nv at 300 K: 1e+19, 5e+18 cm^-3
surface hole density at mean potential: 2.05e+07 cm^-3
fraction of patches with more holes than electrons: 5.84e-04
width change if those patches are removed: -2.5e-04 decades
oxide field from depletion charge: 0.0756 MV/cm
```
